# Choosing the Stabilization Interval in Auxiliary-Field Monte Carlo

Cool a lattice of interacting electrons to a low temperature and follow it in imaginary time. States below the chemical potential are amplified exponentially, and states above it are suppressed exponentially. The electrons near the Fermi level, which carry the low-temperature physics, sit between the two at amplification factors near one. A simulation multiplies hundreds of moderate matrices whose product contains all these scales together. With sixteen-digit numbers, the large scales soon bury those of order one.

A stabilized auxiliary-field calculation therefore has a setting: the number \(m\) of matrices multiplied directly before the product is refactorized. This guide derives what the refactorization protects, what it cannot protect, and how to choose \(m\).

## The matrix chain

An auxiliary field replaces the interaction by a fluctuating one-body potential. For one spin species and one field configuration, the imaginary-time evolution is a product of exponentials of one-body operators. On one-particle states it acts as the real \(n\times n\) matrix

\[
A=B_LB_{L-1}\cdots B_1 ,
\]

and on many-particle states as the antisymmetrized product of \(A\) with itself. If \(A\) has eigenvalues \(a_i\), each mode contributes 1 when empty and \(a_i\) when filled. The trace over all occupations is \(\prod_i(1+a_i)=\det(1+A)\). The share of the trace in which mode \(i\) is empty is \(1/(1+a_i)\), a probability only when \(a_i\) is positive, so the equal-time Green function \(\langle c\,c^\dagger\rangle\) is \(G_{\rm eq}=(1+A)^{-1}\). Both quantities need the scales of \(A\) near one.

For the Hubbard model with hopping matrix \(K\), on-site repulsion \(g\) and time step \(\Delta\tau\),

\[
B_l=e^{-\Delta\tau K}\,{\rm diag}\big(e^{\lambda s_{il}}\big),\qquad s_{il}=\pm1 .
\]

The coupling follows from requiring

\[
e^{-\Delta\tau g(n_\uparrow-\frac12)(n_\downarrow-\frac12)}
=c_0\sum_{s=\pm1}e^{\lambda s(n_\uparrow-n_\downarrow)} .
\]

A singly occupied site gives \(e^{\Delta\tau g/4}=2c_0\cosh\lambda\). An empty or doubly occupied site gives \(e^{-\Delta\tau g/4}=2c_0\). Their ratio is \(\cosh\lambda=e^{\Delta\tau g/2}\).

Below, \(\sigma_1>\sigma_2>\dots>\sigma_n>0\) are the singular values of \(A\), \(\|\cdot\|\) is the largest singular value of a matrix, \(\kappa\) is the ratio of its largest to its smallest, and \(\varepsilon\approx2.2\times10^{-16}\) is the machine epsilon.

## Why direct multiplication fails

A floating-point product \(BA\) carries an error \(\Delta\) with \(\|\Delta\|\) of order \(\varepsilon\|B\|\|A\|\), up to a factor depending on \(n\). A perturbation \(\Delta\) can shift every singular value by as much as \(\|\Delta\|\). At the end of the chain this is of order \(\varepsilon\sigma_1\), so smaller singular values have no protection.

Accurate matrix entries do not help. On the ring used below, all entries of the \(B_l\) are positive. No cancellation occurs, and each entry of the direct product is correct to a relative \(2\times10^{-15}\). But the small singular values result from near-cancellation between columns that are large and almost parallel, and tiny relative changes of large entries destroy them.

## The stabilized step

Store the partial product as \(UDV\), where \(U\) is orthogonal, \(D\) is positive diagonal with entries \(d_i\), and \(V\) has no extreme scales. Start with all three equal to the identity. Let \(\mathcal B\) be the product of the next \(m\) factors. One step is

\[
M=\mathcal BU,\qquad C=MD,\qquad C\Pi=QR,
\]

where \(\Pi\) is the permutation chosen by column pivoting, \(Q\) is orthogonal and \(R\) is upper triangular. Then set

\[
D'={\rm diag}\,|R_{ii}|,\qquad T=D'^{-1}R\,\Pi^T,\qquad U'=Q,\qquad V'=TV .
\]

In exact arithmetic nothing is lost:

\[
\mathcal B\,UDV=CV=QR\,\Pi^TV=QD'TV=U'D'V' .
\]

The matrix \(C\) is column-graded: column \(j\) is \(d_j\) times a column of the moderate matrix \(M\). The product \(CV\), which would mix these columns, is never formed.

## Why column grading protects the small scales

Householder QR applies a sequence of reflections to each column separately. A reflection preserves a column's length, and its rounding error is of order \(\varepsilon\) times that length. After all reflections, the computed \(R\) belongs to a slightly changed matrix \(C+\Delta C\) with

\[
\|\Delta C_j\|\le\gamma\|C_j\|,\qquad \gamma={\rm const}(n)\,\varepsilon .
\]

Small columns receive small errors. Since \(C_j=d_jM_j\), we can write \(\Delta C=ED\) with \(\|E_j\|\le\gamma\|M_j\|\). Therefore

\[
C+\Delta C=(M+E)D=(1+EM^{-1})MD=(1+EM^{-1})C .
\]

The grading \(D\) has dropped out of the error factor. Summing the squares of the column bounds gives \(\|E\|\le\gamma\sqrt n\,\|M\|\), hence

\[
\|EM^{-1}\|\le\gamma\sqrt n\,\kappa(M).
\]

The other errors on this side have the same form. Rounding in \(MD\) is relative to each entry. The stored \(Q\) differs from an orthogonal matrix by a left factor \(1+O(\varepsilon)\). Forming \(M\) through \(m\) multiplications adds a left error bounded by a constant times \(\varepsilon\prod_l\|B_l\|/\sigma_{\min}(\mathcal B)\), the product running over the block. Call the total left error \(F\).

Computing \(V'\) adds an error \(\Delta V\) of order \(\varepsilon\|T\|\|V\|\). Because

\[
QD'(TV+\Delta V)=QD'TV\,\big[1+(TV)^{-1}\Delta V\big],
\]

this is a right factor \(1+G\) with \(\|G\|\lesssim{\rm const}\;\varepsilon\,\|V'^{-1}\|\|T\|\|V\|\). If \(X_k\) is the product of the stored factors after step \(k\), then

\[
X_k=(1+F_k)\,\mathcal B_k\,X_{k-1}\,(1+G_k).
\]

Neither error grows with the spread of \(D\), provided \(M\) and \(V\) stay well conditioned. The setting \(m\) acts through \(\kappa(M)=\kappa(\mathcal B)\) and through the multiplication term \(\prod_l\|B_l\|/\sigma_{\min}(\mathcal B)\).

## What pivoting contributes

At elimination step \(i\), pivoting selects the column with the largest remaining length, which becomes \(|R_{ii}|\). For a later column \(j\), that remaining length squared is \(\sum_{k=i}^{j}R_{kj}^2\ge R_{ij}^2\). Hence \(|R_{ij}|\le|R_{ii}|\), and no entry of \(T\) exceeds one in magnitude.

A second bound shows how the scales decouple. With the old \(d_j\) listed in pivot order, \(R_{ij}=N_{ij}d_j\), where \(N=Q^TM\Pi\) is upper triangular and has the singular values of \(M\). Its entries are at most \(\|M\|\). Its diagonal entries are its eigenvalues, whose magnitudes are at least \(\sigma_{\min}(M)\). Thus

\[
\frac{|R_{ij}|}{|R_{ii}|}\le\kappa(M)\,\frac{d_j}{d_i}\qquad(j>i).
\]

The remaining length of column \(j\) is \(d_j\) times the distance of \(M_j\) from the columns already chosen. That distance is \(|Mx|\) for some \(x\) with \(x_j=1\), and it is at most \(|M_j|\), so it lies between \(\sigma_{\min}(M)\) and \(\|M\|\). If successive scales differ by much more than \(\kappa(M)\), pivoting therefore takes the columns in descending order of \(d\), and the right-hand side above is small. Then \(T\) is close to a signed permutation and hardly changes the conditioning of \(V\). Without pivoting, columns in ascending order would reverse the ratio \(d_j/d_i\). Sorting the columns of the last \(C\) of the example below into ascending order by hand produces an entry of \(T\) near \(10^{59}\). That chain does not arrive at such an order by itself: run without pivoting it reaches about the same accuracy, with a larger \(\kappa(V)\). What pivoting adds is the guarantee on the entries of \(T\). Pivoting does not prove that \(V\) stays well conditioned while scales are still close, so \(\kappa(V)\) is worth monitoring.

The entries of \(D\) are not the singular values. From \(\sigma_i(XY)\le\sigma_i(X)\|Y\|\), applied to \(DV\) and to \(D=(DV)V^{-1}\), one gets, with \(D\) in descending order,

\[
\sigma_{\min}(V)\,d_i\le\sigma_i\le\|V\|\,d_i .
\]

## What the chain itself must provide

An error made in the middle of the chain is processed by all later factors. Cut the chain just after block \(k\), so that \(A=A_>A_<\), with the later factors in \(A_>\). The error \(F_k\) changes \(A\) by \(\delta A=A_>F_kA_<\).

Let \(Av_i=\sigma_iu_i\) and \(A^Tu_i=\sigma_iv_i\), with unit vectors. Varying \(\sigma_i=u_i^TAv_i\) gives

\[
\delta\sigma_i=u_i^T\delta A\,v_i+\sigma_i\,\delta u_i\cdot u_i+\sigma_i\,v_i\cdot\delta v_i=u_i^T\delta A\,v_i ,
\]

because normalization makes \(\delta u_i\cdot u_i=\delta v_i\cdot v_i=0\) to first order. Define \(p_i=A_>^Tu_i\) and \(q_i=A_<v_i\) at each cut. Then \(p_i\cdot q_i=u_i^TAv_i=\sigma_i\). The right errors give \(\delta A=A\sum_kG_k\), and \(u_i^TA=\sigma_iv_i^T\). Adding all blocks to first order,

\[
\frac{\delta\sigma_i}{\sigma_i}=\sum_k\frac{p_i^TF_kq_i}{p_i\cdot q_i}+\sum_kv_i^TG_kv_i .
\]

Each left term is at most \(\|F_k\|/\cos\theta_i\), where \(\theta_i\) is the angle between \(p_i\) and \(q_i\) at that cut. The vector \(q_i\) is what the earlier evolution delivers, and \(p_i\) is what the later evolution picks up. If they are nearly orthogonal, \(\sigma_i\) rests on a small overlap and is sensitive to errors.

This formula treats one scale at a time. To see leakage between scales, write the perturbed matrix in the singular basis:

\[
u_i^TA_>(1+F)A_<v_j=\sigma_i\delta_{ij}+|p_i||q_j|H_{ij},\qquad |H_{ij}|\le\|F\| .
\]

Let \(a,b,c\) be the diagonal matrices of \(|p_i|\), \(|q_i|\), \(\cos\theta_i\), so that \(\Sigma={\rm diag}(\sigma_i)=acb\). The perturbed matrix is \(ac\,(1+c^{-1}H)\,b\). For small \(c^{-1}H\), and to leading order, \(1+c^{-1}H=(1+Y)(1+Z)\), where \(Y\) is the strictly lower part of \(c^{-1}H\) and \(Z\) is the rest. Moving the diagonal matrices outward gives

\[
ac(1+Y)(1+Z)b=(1+Y')\,\Sigma\,(1+Z'),
\]

\[
Y'_{ij}=\frac{|p_i|}{|p_j|}\frac{H_{ij}}{\cos\theta_j}\ (i>j),\qquad
Z'_{ij}=\frac{|q_j|}{|q_i|}\frac{H_{ij}}{\cos\theta_i}\ (j\ge i).
\]

Let \(\rho\ge1\) bound all ratios of a later to an earlier \(|p|\) or \(|q|\). Every entry is then at most \(\rho\|F\|/\min\cos\theta\). There are \(n(n-1)/2\) entries in \(Y'\) and \(n(n+1)/2\) in \(Z'\). Since \(\sqrt x+\sqrt y\le\sqrt{2(x+y)}\), the two norms add up to at most \(\sqrt2\,n\) times that value. Multiplying by \(1+Y'\) or \(1+Z'\) changes each singular value by a relative amount no larger than the norm of \(Y'\) or \(Z'\). To leading order, therefore,

\[
\max_i\frac{|\delta\sigma_i|}{\sigma_i}\le\frac{\sqrt2\,n\,\rho\,\|F\|}{\min_i\cos\theta_i}.
\]

The ordering factor \(\rho\) is needed. Take \(A_>={\rm diag}(1,\delta)\) and \(A_<={\rm diag}(\delta,2)\) with \(\delta=10^{-12}\). The product is \({\rm diag}(\delta,2\delta)\) and both cosines are one, but \(\rho=1/\delta\). A single error \(F_{12}=10^{-10}\) creates the off-diagonal entry \(2\times10^{-10}\), and the largest singular value grows a hundredfold. The later factor amplifies what the earlier one suppressed, so a slight leak dominates. Here the product is very sensitive to errors in its factors. A smaller \(m\) can shrink \(\|F\|\) toward \(\varepsilon\), but it does not lower \(\rho\).

## Using the factors without mixing scales

The Green function needs the same care. With \(D_b=\max(D,1)\) and \(D_s=\min(D,1)\), taken entry by entry, \(D=D_bD_s\) and

\[
1+UDV=UD_b\big(D_b^{-1}U^T+D_sV\big).
\]

Inverting the product in reverse order gives

\[
G_{\rm eq}=\big(D_b^{-1}U^T+D_sV\big)^{-1}D_b^{-1}U^T .
\]

No diagonal factor in this expression exceeds one. The inner matrix should still be well conditioned, which the formula alone does not guarantee.

## A low-temperature example

Consider an eight-site Hubbard ring with \(t=1\), \(g=4t\), inverse temperature \(20/t\) and \(\Delta\tau=0.1/t\), hence 200 factors. The coupling is \(\lambda=0.654\). The field is one fixed random configuration, not sampled from the Monte Carlo weight, so the numbers illustrate the arithmetic and are not thermal averages. The reference is a 150-digit product of the same double-precision factors.

The singular values run from \(10^{30.1}\) to \(10^{-30.6}\). Direct multiplication has a noise level of order

\[
\varepsilon\sigma_1=2.2\times10^{-16}\times1.2\times10^{30}\approx3\times10^{14}.
\]

The three largest singular values lie above it and survive, the third with a relative error of \(2\times10^{-5}\). The fourth, truly \(10^{0.98}\approx9.5\), comes out too large by a factor of about \(10^{13}\). With a QR every five factors, the largest relative error among all eight is \(3.5\times10^{-14}\).

A control run isolates the cause. It uses the same QR routine at the same interval, but multiplies \(V\) into \(C\) first. It loses the same five scales as direct multiplication. Frequent QR is thus not sufficient here; the column grading must be kept.

The local errors fit the analysis. The largest \(\kappa(M)\) is \(1.1\times10^3\), and no \(\|F_k\|\) exceeds \(0.82\,\varepsilon\kappa(M)\). The first-order sum, fed with the measured \(F_k\) and \(G_k\), reproduces all eight final errors to the three digits printed. The final \(V\) has condition number 11. The ratios \(\sigma_i/d_i\) lie between 0.41 and 2.9, inside the bracket from 0.33 to 3.7.

This chain also determines its scales well: over all cuts the smallest cosine is 0.07 and the largest \(\rho\) is 2.8. At the middle cut, where \(\min\cos\theta=0.304\) and \(\rho=1\), a random perturbation of norm \(10^{-12}\) has the bound

\[
\frac{\sqrt2\times8\times1\times10^{-12}}{0.304}=3.7\times10^{-11}.
\]

The actual largest relative change is \(1.1\times10^{-12}\).

The stabilized Green function has a largest absolute entry error of \(8\times10^{-16}\). The direct one is wrong by 0.87, which is also the size of the largest exact entry. The reason can be read from the spectrum. The smallest singular value of the direct product is about \(5.7\times10^{42}\times10^{-30.6}\approx10^{12}\), so the inverse of one plus that matrix is practically zero. Every mode appears filled.

## Choosing the interval

For \(m\) factors per QR, both \(\kappa(\mathcal B)\) and the multiplication term \(\prod_l\|B_l\|/\sigma_{\min}(\mathcal B)\) are at most \(\kappa_B^m\), where \(\kappa_B\) bounds the condition number of one factor. If \(W\) is the width of the hopping band,

\[
\kappa_B\le e^{\Delta\tau W+2\lambda}.
\]

Requiring \(\varepsilon\kappa_B^m\lesssim\eta\) for a tolerated local error \(\eta\) gives the starting estimate

\[
m\lesssim\frac{\ln(\eta/\varepsilon)}{\Delta\tau W+2\lambda}.
\]

It omits the dimension-dependent constants, the factors \(\rho\) and \(1/\cos\theta\), and the sum over the \(L/m\) blocks. On the ring \(W=4t\), so the denominator is \(0.4+1.31=1.71\). For \(\eta=10^{-8}\) the numerator is 17.6, and \(m\approx10\).

The table gives the largest relative errors of the singular values in one run. They are single realizations of rounding error, and at the larger \(m\) a different order of floating-point operations can shift them by an order of magnitude or more. They also cover all eight scales, a stricter demand than that of the Green function, which depends on the scales near one.

| \(m\) | error |
|---:|---:|
| 1 | \(9\times10^{-15}\) |
| 5 | \(4\times10^{-14}\) |
| 10 | \(2\times10^{-12}\) |
| 20 | \(6\times10^{-11}\) |
| 40 | \(8\times10^{-6}\) |
| 100 | \(5\times10^{24}\) |

The estimate is cautious for this field. It assumes that every factor stretches and compresses the same directions as strongly as possible: at \(m=5\) the bound \(\kappa_B^5\approx5\times10^3\) compares with a largest measured \(\kappa(M)\) of \(1.1\times10^3\). This accounts for only part of the margin, since \(\varepsilon\kappa_B^5\approx1.1\times10^{-12}\) while the largest \(\|F_k\|\) is \(6.9\times10^{-14}\). At \(m=100\) each block is itself a long direct product, and its small scales are lost before the QR sees them.

The analysis leads to the following practice:

- **Start from the estimate, then halve \(m\).** If the Green function changes by more than the error you accept, keep the smaller value and halve again. Do not begin far above the estimate: two intervals that are both much too long can give the same wrong Green function. The cost is more QR factorizations, whose number is \(L/m\).
- **Do not lengthen \(m\) merely because the temperature is higher.** The local error depends on the block, not on the total spread. In direct multiplication a rounding error made at a cut reaches the end with a size of at most order \(\varepsilon\|A_>\|\|A_<\|\). This bound is at least \(\varepsilon\sigma_1\) and, as for the two-by-two chain above, can be much larger. It need not be reached: that chain is diagonal, so rounding creates no off-diagonal leak in it. Direct multiplication of the whole chain is adequate when this quantity, at every cut, is far below the smallest scale you need.
- **Reconsider \(m\) when \(g\), \(W\) or \(\Delta\tau\) changes.** For small \(\Delta\tau g\), expanding \(\cosh\lambda=e^{\Delta\tau g/2}\) gives \(\lambda\approx\sqrt{\Delta\tau g}\). Halving \(\Delta\tau\) then halves the band term but reduces the field term only by \(\sqrt2\), so the estimate does not allow \(m\) to double.
- **If a smaller \(m\) brings no improvement, look elsewhere.** Check \(\kappa(V)\), the conditioning of the inner matrix in the Green function, and whether \(1+A\) is itself nearly singular. Small cosines mean that some scales, large or small, are sensitive to errors in the factors. A large \(\rho\) allows leakage between scales, but does no harm while \(\sqrt2\,n\,\rho\,\|F\|/\min_i\cos\theta_i\) stays small.

The numerical check covers the local errors, their propagation, the bounds and the Green function for this example.

## Computed values

```
sites 8, hopping t = 1.0, interaction = 4.0 t
time step = 0.1 /t, slices = 200, inverse temperature = 20.0 /t
field coupling (dimensionless) = 0.653733
slices per QR = 5, QR steps = 40
machine epsilon = 2.220e-16
All numbers below are dimensionless.
i, log10 sigma_i, log10 D_i, sigma_i/D_i
1   30.0891   30.0387   1.1230
2   20.7351   20.4986   1.7238
3   18.2026   17.7429   2.8815
4    0.9791    1.0636   0.8231
5   -0.7423   -0.5414   0.6296
6  -17.0722  -17.0266   0.9002
7  -20.4456  -20.4217   0.9466
8  -30.6102  -30.2186   0.4059
Relative error of sigma_i: stabilized, predicted, direct, control
1  -7.11e-16  -7.11e-16   1.60e-16  -7.56e-16
2   4.78e-16   4.78e-16  -1.06e-07  -1.68e-08
3  -8.14e-16  -8.14e-16   1.96e-05  -2.49e-06
4   1.45e-15   1.45e-15   8.89e+12   2.11e+12
5  -4.09e-15  -4.09e-15   8.13e+13   8.62e+13
6   3.03e-14   3.03e-14   1.12e+30   1.27e+30
7  -1.48e-14  -1.48e-14   1.99e+33   1.21e+33
8   3.52e-14   3.52e-14   5.68e+42   1.25e+42
log10(eps*sigma_1) = 14.436
direct product, largest relative entry error = 1.74e-15
largest condition number of M = 1.091e+03
largest |F| = 6.87e-14, largest |G| = 5.84e-16
largest |F|/(eps*cond M) = 0.820
final V: largest scale 3.7105, smallest 0.3310, cond 11.210
largest |T_ij|, unpivoted ascending columns = 1.19e+59
smallest cosine over all cuts = 0.0692
largest ordering factor rho over all cuts = 2.814
middle cut: cosine 0.3040, rho 1.000
kick 1e-12 there: change 1.12e-12, bound 3.72e-11
badly ordered 2x2 chain: small = 1e-12, push = 1e-10
  its largest singular value grows by a factor 100.01
Slices per QR, largest relative singular-value error
   1 8.93e-15
   5 3.52e-14
  10 1.99e-12
  20 6.19e-11
  40 8.09e-06
 100 4.53e+24
Green function, largest entry = 0.8719
Green function error, stabilized = 8.33e-16
Green function error, direct = 8.72e-01
```
